\section*{Scattering-Matrix Composition for Thick Barriers between Contacts of Different Effective Mass}

\section{A barrier that is too thick for its own arithmetic}

An electron in a metal meets a doped semiconductor. Near the contact the donors are ionized and the conduction band edge is bent upward into a barrier. At energies below its top the electron can cross only by tunnelling. Lower doping makes the barrier wider and the transmission smaller, but the physics stays simple: one wave comes in, almost all of it is reflected, and a minute part goes through. A computation that multiplies matrices slab by slab can nevertheless return a transmission of $10^{47}$ for such a barrier. Where does this number come from, how should the calculation be arranged instead, and which check would expose an error?

Take motion along $x$ only, with zero transverse wave vector, and coherent elastic scattering. The image force, phonons, the randomness of the donors, the free electrons inside the depletion layer and the departure of the band from a parabola deep in the gap are left out. With a position-dependent mass the equation is
\begin{equation}
-\frac{\hbar^2}{2}\frac{d}{dx}\left(\frac{1}{m(x)}\frac{d\psi}{dx}\right)+V(x)\psi=E\psi .
\label{eq:se}
\end{equation}
The metal (L) fills $x<0$ and the undepleted semiconductor (R) fills $x>w$. The zero of energy is the band edge in R. For donor density $N$ and permittivity $\varepsilon$, Poisson's equation in Gaussian units gives the electron potential energy the curvature $V''=4\pi e^2N/\varepsilon$. With $V(w)=V'(w)=0$, two integrations yield
\begin{equation}
V=\frac{2\pi e^2N}{\varepsilon}(w-x)^2=\phi\left(1-\frac{x}{w}\right)^2,\qquad
w=\sqrt{\frac{\varepsilon\phi}{2\pi e^2N}} ,
\end{equation}
where $\phi$ is the barrier height at the metal.

Cut $0<x<w$ into $n$ slabs of width $h=w/n$ and give each the potential at its midpoint. In slab $j$,
\begin{equation}
k_j=\frac{\sqrt{2m_j(E-V_j)}}{\hbar},\qquad \mathrm{Im}\,k_j\ge0,\qquad v_j=\frac{\hbar k_j}{m_j}.
\end{equation}
Where $E<V_j$, $k_j=i\kappa_j$ and $v_j=iu_j$ with $u_j=\hbar\kappa_j/m_j>0$. Let $a$ and $b$ be the local values of the parts of $\psi$ that vary as $e^{ikx}$ and $e^{-ikx}$, so that $\psi=a+b$ and $\psi'=ik(a-b)$. The case $E=V_j$ is excluded, because the two exponentials then coincide; a slight change of grid avoids it.

\section{Matching and current}

Integrating (\ref{eq:se}) over a vanishing interval around a mass step leaves no contribution from the finite terms $V\psi$ and $E\psi$. Hence $\psi'/m$ is continuous, and so is $\psi$. Between regions 1 and 2,
\begin{equation}
a_1+b_1=a_2+b_2,\qquad v_1(a_1-b_1)=v_2(a_2-b_2).
\label{eq:match}
\end{equation}

The current is $J=\hbar\,\mathrm{Im}(\psi^*\psi'/m)$. Its derivative contains $|\psi'|^2/m$ and $\psi^*(\psi'/m)'=(2/\hbar^2)(V-E)|\psi|^2$. Both are real, so $J$ is constant. Inserting the amplitudes and using $\mathrm{Im}(iz)=\mathrm{Re}\,z$,
\begin{equation}
J=\mathrm{Re}\left[v(a-b)(a+b)^*\right]=
\begin{cases}
v(|a|^2-|b|^2), & v \text{ real},\\
2u\,\mathrm{Im}(a^*b), & v=iu .
\end{cases}
\label{eq:J}
\end{equation}
Under the barrier a single decaying exponential carries no current; it takes both exponentials, with a relative phase that is not a multiple of $\pi$.

For a unit wave from the left, $(a,b)=(1,r)$ in L and $(t,0)$ in R. Equal currents give $v_L(1-|r|^2)=v_R|t|^2$, that is
\begin{equation}
R+T=1,\qquad R=|r|^2,\qquad T=\frac{v_R}{v_L}|t|^2 .
\label{eq:flux}
\end{equation}
The weight is the ratio of velocities. It differs from the ratio of wave numbers by the factor $m_L/m_R$.

\section{What the transfer matrix does}

Solving (\ref{eq:match}) for the amplitudes on the right, with $q=v_1/v_2$, and then crossing a slab of width $d$ with $p=e^{ik_2d}$, gives
\begin{equation}
\begin{pmatrix}a\\ b\end{pmatrix}_{\rm out}=
\begin{pmatrix}p&0\\0&1/p\end{pmatrix}\frac12
\begin{pmatrix}1+q&1-q\\1-q&1+q\end{pmatrix}
\begin{pmatrix}a\\ b\end{pmatrix}_{\rm in}.
\end{equation}
Under the barrier $1/p=e^{\kappa d}$ grows. Let $M$ be the product of all steps. The condition $(t,0)^T=M(1,r)^T$ gives $r=-M_{21}/M_{22}$ and
\begin{equation}
t=M_{11}-\frac{M_{12}M_{21}}{M_{22}}=\frac{\det M}{M_{22}} .
\label{eq:two}
\end{equation}
Each step has determinant $\frac14[(1+q)^2-(1-q)^2]=q$, and the ratios telescope to $\det M=v_L/v_R$. Therefore $|M_{22}|=(v_L/v_R)/|t|$, which is large when $t$ is small. Since $\psi^*$ solves the same equation with $a$ and $b$ replaced by $b^*$ and $a^*$ in the contacts, $M_{11}=M_{22}^*$ is equally large.

The two forms of $t$ in (\ref{eq:two}) are equal in algebra but not in arithmetic. The first subtracts two numbers of size $1/|t|$ to obtain one of size $|t|$. If the rounding accumulated over all steps leaves a relative error $\eta$ in the matrix elements, the result carries an absolute error of order $\eta|M_{22}|$, which exceeds $|t|$ once $|t|^2$ falls below about $\eta v_L/v_R$. The second form, with the known determinant inserted, avoids this subtraction. For a single barrier, with no slab at $E\approx V_j$, it stays accurate until an element of the running product overflows. At a narrow resonance between two barriers $M_{22}$ is itself a small remainder of large terms, and digits are lost.

So a large transfer matrix does not in itself spoil $T$. Two defects remain: the overflow, and the wave function inside. If the amplitudes are carried forward from $(1,r)$, a rounding error in $r$ excites the growing exponential, while the wanted solution decays. Propagating backward from the transmitted wave avoids this, since the wanted solution grows in that direction, but it treats one direction of incidence at a time. A description in terms of incoming and outgoing waves removes the growing factor itself and yields both incidences.

\section{Building blocks without growing factors}

For incidence from region 1, put $a_1=1$, $b_1=r_{12}$, $a_2=t_{12}$, $b_2=0$ in (\ref{eq:match}): $1+r_{12}=t_{12}$ and $v_1(1-r_{12})=v_2t_{12}$. Eliminating $t_{12}$, and exchanging labels for the other direction,
\begin{equation}
r_{12}=\frac{v_1-v_2}{v_1+v_2}=-r_{21},\quad
t_{12}=\frac{2v_1}{v_1+v_2},\quad t_{21}=\frac{2v_2}{v_1+v_2}.
\end{equation}
Each $v$ is positive or positive imaginary, so $\mathrm{Re}(v_1v_2^*)\ge0$. Hence $|v_1+v_2|$ is not smaller than $|v_1-v_2|$, $|v_1|$ or $|v_2|$, and $|r_{12}|\le1$, $|t_{12}|\le2$, $|t_{21}|\le2$.

Now attach the slab behind the interface and refer the amplitudes on the right to its far edge. A wave going right acquires $p$ after the interface, and a wave coming from the right acquires $p$ before it. Writing $(r,t)$ for incidence from the left and $(t',r')$ for incidence from the right, the block is
\begin{equation}
(r,t,t',r')=(r_{12},\;p\,t_{12},\;p\,t_{21},\;-p^2r_{12}),\qquad |p|\le1 .
\end{equation}
The factor $1/p$ has disappeared. The last block ends in R and has $p=1$.

\section{Joining two parts}

Let part $A$ lie to the left of part $B$. Waves $\alpha$ and $\beta$ arrive from the far left and far right, and between the parts there are amplitudes $c$ (rightward) and $d$ (leftward):
\begin{equation}
c=t_A\alpha+r'_Ad,\qquad d=r_Bc+t'_B\beta .
\end{equation}
Substituting the second into the first, and the result back into the second, gives
\begin{equation}
c=\frac{t_A\alpha+r'_At'_B\beta}{D},\quad
d=\frac{r_Bt_A\alpha+t'_B\beta}{D},\quad D=1-r'_Ar_B .
\label{eq:cd}
\end{equation}
The outgoing waves are $r_A\alpha+t'_Ad$ on the left and $t_Bc+r'_B\beta$ on the right. Reading off the coefficients of $\alpha$ and $\beta$,
\begin{align}
r&=r_A+\frac{t'_Ar_Bt_A}{D}, & t&=\frac{t_Bt_A}{D},\nonumber\\
t'&=\frac{t'_At'_B}{D}, & r'&=r'_B+\frac{t_Br'_At'_B}{D}.
\label{eq:star}
\end{align}
Expanding $1/D$ as a geometric series, where it converges, displays the repeated reflections between the parts.

Can $D$ vanish? That would allow $c\ne0$ with $\alpha=\beta=0$. Every partial structure built from one end contains a contact, say L. Its current there would be $-v_L|b|^2\le0$. On the right the wave would be outgoing or decaying, with current $\ge0$. Constancy of $J$ then forces $b=0$ in L, so $\psi$ and $\psi'/m$ vanish there and hence everywhere, a contradiction. A structure containing R is treated in the same way. $D$ can still be small, at a narrow resonance between two barriers or in a slab where $E$ lies so close to $V_j$ that $k_j\to0$ (thin slabs alone do no harm), and digits are lost there. In the first case the relative error is of the order of the rounding unit divided by the relative width of the resonance, which on its flanks is also the real sensitivity of $T$ to the energy; the second case comes from a poor choice of amplitudes.

For very thick barriers $t$ itself falls below the smallest representable number. Adding one block $B$ at a time multiplies $t$ by $t_B/D$, so
\begin{equation}
\ln|t|=\ln|t_{\rm first}|+\sum_{\rm blocks}\ln\left|\frac{t_B}{D}\right| .
\end{equation}
Each term belongs to one thin slab and is of moderate size. The stored $t$ may become zero without harm to $r$ or to $\ln T$.

\section{One slab as a limiting case}

For a single slab with velocity $iu$, $A$ is the first interface with the slab and $B$ is the second interface. Then (\ref{eq:star}) gives
\begin{align}
t&=\frac{4iu\,v_L\,p}{(v_L+iu)(v_R+iu)\,D},\\
D&=1-p^2\frac{(v_L-iu)(v_R-iu)}{(v_L+iu)(v_R+iu)} .
\end{align}
For zero width, $p=1$ and $D=2iu(v_L+v_R)/[(v_L+iu)(v_R+iu)]$, so $t=2v_L/(v_L+v_R)$: the slab drops out. For an opaque slab $D\to1$ and
\begin{equation}
T\simeq\frac{16\,u^2v_Lv_R}{(v_L^2+u^2)(v_R^2+u^2)}\,e^{-2\kappa d}.
\end{equation}
This is symmetric in the two contacts, although $|t|^2$ is not. At fixed $\kappa d$ the prefactor is largest for $u^2=v_Lv_R$; the masses thus act through velocity matching as well as through $\kappa$.

The symmetry holds for any barrier. For two solutions $\psi_1,\psi_2$ at the same energy, $W=(\psi_1\psi_2'-\psi_2\psi_1')/m$ is constant by (\ref{eq:se}), and in terms of amplitudes $W=(2iv/\hbar)(b_1a_2-a_1b_2)$. Take $\psi_1$ incident from the left and $\psi_2$ from the right. In L the amplitudes are $(1,r)$ and $(0,t')$; in R they are $(t,0)$ and $(r',1)$. Equating $W$ gives
\begin{equation}
v_Lt'=v_Rt,
\label{eq:rec}
\end{equation}
and therefore $(v_L/v_R)|t'|^2=T$.

\section{A flux check that can fail}

For an opaque barrier, $R+T=1$ in double precision tests $R$ alone: a $T$ of $10^{-25}$ is far below the rounding error of $R$, and a wrong weight or a wrong $T$ of similar size would pass unnoticed. The current inside the barrier is a sharper test of the part that lies beyond the point where it is evaluated. Let $A$ be everything up to the right edge of slab $j$, and $B$ everything beyond. Equation (\ref{eq:cd}) with $\alpha=1$, $\beta=0$ gives
\begin{equation}
a=\frac{t_A}{1-r'_Ar_B},\qquad b=r_Ba,
\end{equation}
and (\ref{eq:J}) becomes
\begin{equation}
J_j=|a|^2\,\mathrm{Re}\left[v_j(1-r_B)(1+r_B^*)\right].
\end{equation}
In an evanescent slab this is $2u_j|a|^2\,\mathrm{Im}\,r_B$. It must equal $v_R|t|^2$ in every slab, to a small relative error.

This check has a blind spot. Since $t=t_Ba$, the factor $|a|^2$ is common to both sides and only the conservation of current in $B$ is tested. The metal interface belongs to $A$ for every slab and escapes. If $\psi'$ were matched there instead of $\psi'/m$, $T$ would be wrong, yet for an opaque barrier both flux checks would still be satisfied. Reciprocity exposes this error: the ratio $t/t'$ would then be wrong by the factor $m_L/m_R$, and (\ref{eq:rec}) would fail. The two checks belong together, but they do not prove that the matching is right. A rule that made $\psi/\sqrt m$ and $\psi'/\sqrt m$ continuous would also conserve $J$ and $W$; it would pass both checks and still give a different $T$. The matching rule has to be derived from the wave equation, as was done above for (\ref{eq:se}). For a real metal contact (\ref{eq:se}) is itself an assumption. The kinetic operator $-\frac{\hbar^2}{2}\frac{1}{\sqrt m}\frac{d^2}{dx^2}\frac{1}{\sqrt m}$ is Hermitian too and leads to exactly that other rule; in the first example below it would make $T$ smaller by a factor 3.7.

Is an exponentially small $\mathrm{Im}\,r_B$ reliable? Add an evanescent block in front of $B$, inside the barrier. With $\rho=r_{12}$ real, $p$ real, $z=p^2r_B$ and $t_{12}t_{21}=1-\rho^2$, equation (\ref{eq:star}) reads
\begin{equation}
r=\rho+\frac{(1-\rho^2)z}{1+\rho z},\qquad
\mathrm{Im}\,r=\frac{1-\rho^2}{|1+\rho z|^2}\,\mathrm{Im}\,z .
\end{equation}
The imaginary part is passed on by multiplication. It is stored separately from the real part and does not arise as a difference of large numbers.

\section{Sampling error}

Stable composition solves the sampled barrier. Its distance from the smooth one is a separate matter. Let $\delta V$ be sampled minus smooth potential, $\tilde\psi$ the left-incident solution with $\delta V$, and $\chi$ the right-incident solution without it. Then $W=(\tilde\psi\chi'-\chi\tilde\psi')/m$ obeys $W'=-(2/\hbar^2)\,\delta V\,\chi\tilde\psi$. Its end values are $-2iv_R\tilde t/\hbar$ in R and $-2iv_Lt'/\hbar=-2iv_Rt/\hbar$ in L, by (\ref{eq:rec}). Integration gives
\begin{equation}
\tilde t-t=\frac{1}{i\hbar v_R}\int_0^w\delta V\,\chi\tilde\psi\,dx .
\end{equation}
To first order replace $\tilde\psi$ by $\psi$ and set $g=\chi\psi$, which is smooth inside the barrier. With $y=x-x_j$ measured from a midpoint, $\delta V=-V'y-\frac12V''y^2$. The term linear in $y$ integrates to zero against $g(x_j)$, and since $\int y^2dy=h^3/12$ the slab contributes $-h^3(V'g'/12+V''g/24)$ to leading order. Summed over $w/h$ slabs, the error is of order $h^2$.

\section{Numbers for a model contact}

Choose $\phi=0.8$ eV, $\varepsilon=12$, $m_L=m$, $m_R=0.2\,m$ in the barrier and in R, and a metal band bottom at $-10$ eV. At $E=0.05$ eV the wave numbers are $16.24$ and $0.5123$ nm$^{-1}$, so $v_R/v_L=(0.5123/0.2)/16.24=0.1577$. For $N=10^{18}$ cm$^{-3}=10^{-3}$ nm$^{-3}$ and $e^2=1.440$ eV nm,
\begin{equation}
w=\sqrt{\frac{12\times0.8}{2\pi\times1.440\times10^{-3}}}\ \mathrm{nm}=32.57\ \mathrm{nm}.
\end{equation}

The decay exponent $G=\int\kappa\,dx$ runs from the metal to the turning point. With $s=E/\phi$, $\kappa_0=\sqrt{2m_R\phi}/\hbar$ and $\xi=1-x/w$,
\begin{equation}
G=\kappa_0w\int_{\sqrt s}^1\!\sqrt{\xi^2-s}\,d\xi
=\frac{\kappa_0w}{2}\left[\sqrt{1-s}-s\,\mathrm{arcosh}\frac{1}{\sqrt s}\right].
\end{equation}
Here $s=1/16$ and $\kappa_0=4\times0.5123=2.049$ nm$^{-1}$. The bracket is $0.9682-0.1290=0.8393$, and $G=28.01$. The exponential $e^{-2G}=4.7\times10^{-25}$ gives the scale; composition with 1000 slabs gives $T=8.48\times10^{-25}$, larger by a factor 1.8 that the exponent does not contain.

This value belongs to the fully depleted model. In a real contact free electrons near $x=w$ partly screen the donors. With Boltzmann statistics and thermal energy $\theta$, the first integral of Poisson's equation becomes $V'^2=(8\pi e^2N/\varepsilon)[V-\theta(1-e^{-V/\theta})]$. The slope is smaller, so the barrier is wider at every energy. At 300 K and the same $\phi$ this lowers $T$ by about one order of magnitude here and by more than three at $10^{17}$ cm$^{-3}$. The image force acts in the opposite direction, but more weakly. A larger correction comes from the band structure. Near the metal the electron lies $\Delta=V-E\approx0.75$ eV below the band edge, beyond the middle of a gap $E_g$ of 1.1 to 1.4 eV, where a single parabolic band overestimates $\kappa$. The two-band estimate $\kappa^2=(2m_R/\hbar^2)\,\Delta\,(1-\Delta/E_g)$ for such gaps raises $e^{-2G}$ by four to five orders of magnitude here and by twelve to sixteen at $10^{17}$ cm$^{-3}$. The numbers below serve to test the arithmetic, not to predict a measured current.

The transfer matrix has $|M_{22}|=2.73\times10^{12}$. With the known determinant it reproduces $T$. By subtraction it gives $2.5\times10^{-6}$, or $|t|=4.0\times10^{-3}$, which is $1.5\times10^{-15}$ of $|M_{22}|$: accumulated rounding and nothing else. At $N=10^{17}$ cm$^{-3}$ the width and $G$ grow by $\sqrt{10}$, and $T=2.05\times10^{-77}$. Subtraction now returns $2.6\times10^{47}$, the number quoted at the start; again $|t|$ is about $2\times10^{-15}$ of $|M_{22}|$.

In these two cases $1-R$ comes out as $-4\times10^{-16}$ and $1.3\times10^{-15}$, which says nothing about $T$. The slab currents, in contrast, agree with the transmitted current to about $10^{-14}$ in relative terms. At $N=10^{18}$ cm$^{-3}$, $|a|^2$ falls from $1.6\times10^{-5}$ at $x=3.3$ nm to $2.3\times10^{-20}$ at $16.3$ nm, while $J/J_{\rm in}$ keeps its value. At the first point $u/v_L=0.546$, so $\mathrm{Im}\,r_B=8.48\times10^{-25}/(2\times0.546\times1.58\times10^{-5})=4.9\times10^{-20}$. The real part of $r_B$ is about $0.006$ there, so the imaginary part lies below the rounding unit of the real part and survives because the two are stored separately.

At $N=10^{15}$ cm$^{-3}$, $G=886$ exceeds 710, roughly the logarithm of the largest double-precision number, and the transfer matrix overflows. The stored $t$ underflows to zero, yet the sum of logarithms gives $\log_{10}T=-769.16$. It agrees with a 40-digit backward propagation through the same slabs to $3\times10^{-12}$ in $\ln T$. Such a transmission has no observable meaning; the case tests the arithmetic.

Sampling matters far more than rounding. Against direct integration through the smooth barrier at $10^{18}$ cm$^{-3}$, the error of $\ln T$ is $-1.36\times10^{-4}$, $-3.42\times10^{-5}$ and $-8.6\times10^{-6}$ for 200, 400 and 800 slabs. The ratios 3.97 and 3.99 confirm the $h^2$ law.

The velocity weight is best seen where $R$ and $T$ are comparable. The next case serves only to test this weight. At $10^{20}$ cm$^{-3}$ the electrons in R are degenerate, with a Fermi energy of about $0.39$ eV for a single isotropic band, and they reach into the region taken as fully depleted. The parabola is then a poor model of the potential in a real contact. For $N=10^{20}$ cm$^{-3}$ and $E=0.5$ eV, $w=3.26$ nm, $R=0.6810$, $|t|^2=0.6537$ and $v_R/v_L=0.4880$. Then $T=0.4880\times0.6537=0.3190$ and $R+T=1$, with a residue of $5\times10^{-15}$ before rounding for print. Using $|t|^2$ unweighted gives a sum of $1.335$; weighting by $k_R/k_L=0.0976$ gives $0.745$. Incidence from the semiconductor yields the same $T$, as (\ref{eq:rec}) requires. The transmissions of the depleted model are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
barrier height 0.8 eV, permittivity 12.0, energy 0.05 eV
metal mass 1.0 m, semiconductor mass 0.2 m
metal band bottom -10.0 eV, slabs 1000
Gaussian e^2 = 1.43996 eV nm
k metal 16.24133, k semiconductor 0.51232 1/nm
v metal 1.8802e+06, semiconductor 2.9655e+05 m/s
velocity ratio v_R/v_L = 0.157720
--- donors 1e+18 cm^-3: width 32.574 nm, h 0.0326 nm
decay exponent G = 28.0121, log10 T = -24.071484
ln T minus 40-digit ln T = 2.1e-14
T composed 8.482349e-25, |M22| = 2.734e+12
T by subtraction 2.491e-06, by determinant 8.482349e-25
1 - R in double precision = -4.44e-16
largest relative slab-current error = 7.8e-15
x 3.257 nm: |a|^2 1.576e-05, J/J_in 8.482349e-25
x 16.287 nm: |a|^2 2.328e-20, J/J_in 8.482349e-25
x 29.317 nm: |a|^2 5.880e-24, J/J_in 8.482349e-25
--- donors 1e+17 cm^-3: width 103.008 nm, h 0.1030 nm
decay exponent G = 88.5820, log10 T = -76.688031
ln T minus 40-digit ln T = 5.7e-14
T composed 2.051017e-77, |M22| = 5.560e+38
T by subtraction 2.604e+47, by determinant 2.051017e-77
1 - R in double precision = 1.33e-15
largest relative slab-current error = 1.1e-14
--- donors 1e+15 cm^-3: width 1030.077 nm, h 1.0301 nm
decay exponent G = 885.8205, log10 T = -769.163401
ln T minus 40-digit ln T = 2.5e-12
stored |t| = 0.0; transfer matrix finite: False
--- sampling error at 1e18 cm^-3
continuous barrier T = 8.482396e-25
200 slabs: error of ln T = -1.356e-04
400 slabs: error of ln T = -3.417e-05
800 slabs: error of ln T = -8.559e-06
error ratios 3.967, 3.992
--- thin: donors 1e+20 cm^-3, energy 0.5 eV
width 3.2574 nm, v_R/v_L 0.487950, k_R/k_L 0.097590
R 0.68104161, |t|^2 0.65367018, T 0.31895839, reverse T 0.31895839
R+T-1 = -5.0e-15
R+|t|^2 = 1.334712, R+(k_R/k_L)|t|^2 = 0.744833
\end{verbatim}
